# Auger Heating of a Nondegenerate Electron–Hole Plasma

## The problem

A semiconductor with band gap $G$ holds $n_0$ electrons and $n_0$ holes per unit volume at a common temperature $T_0$. The pairs disappear by Auger recombination: an electron and a hole recombine, and a third carrier takes up the gap energy together with the kinetic energy of the recombining pair. Collisions then share this energy among all remaining carriers.

(a) What is the temperature $T$ when the pair density has fallen to $n$, if no energy leaves the carriers?

(b) How does $T$ depend on time if $dn/dt=-Cn^3$ with constant $C$, and where does the heating end?

(c) How large is the heating when the carriers are cooled by the lattice?

The algebra uses atomic units with $k_B=1$, so temperature is an energy. The bands are parabolic and $G$ is fixed. The carriers are nondegenerate, and their interaction energy is neglected, so each has mean kinetic energy $3T/2$ whatever its mass. Collisions among carriers are taken to restore a common temperature quickly compared with the recombination time. The kinetic energy per volume is then

$$U=\tfrac32 nT+\tfrac32 nT=3nT .$$

For numbers, take $G=1.60$ eV, both effective masses equal to 0.20 electron masses, $n_0=5.0\times10^{-7}$ Å$^{-3}$ ($5.0\times10^{17}$ cm$^{-3}$), $C=1.0\times10^{8}$ Å$^6$/ps ($10^{-28}$ cm$^6$/s) and $T_0=0.02585$ eV (300 K).

## A tempting solution

A recombining pair has mean kinetic energy $3T$. Each event returns $G+3T$ to the plasma. When the density changes by $dn<0$, there are $-dn$ events per volume, so it seems that

$$d(3nT)=-(G+3T)\,dn .$$

The product rule gives $3n\,dT+3T\,dn=-(G+3T)\,dn$, hence

$$3n\,dT=-(G+6T)\,dn,\qquad \frac{dT}{G+6T}=-\frac{dn}{3n}.$$

Integration from the initial state gives

$$\tfrac16\ln\frac{G+6T}{G+6T_0}=\tfrac13\ln\frac{n_0}{n},$$

and therefore

$$T_{\rm wrong}=\left(T_0+\frac G6\right)\left(\frac{n_0}{n}\right)^2-\frac G6 .$$

When one fifth of the pairs has gone, $n/n_0=0.800$ and this law predicts 0.1904 eV.

## Where it fails

Let the gap go to zero. An event then removes two carriers and hands their kinetic energy to a third. The total kinetic energy cannot change. Yet the formula gives $T_{\rm wrong}=T_0(n_0/n)^2$, so that $3nT_{\rm wrong}=3n_0T_0(n_0/n)$, which grows as pairs disappear. Energy has been created.

The fault is in the first equation. Its left side is the change in the kinetic energy of the whole plasma, and the recombining pair belonged to that plasma. Its kinetic energy was already in $U$ before the event. Being passed to another carrier does not add it a second time.

The balance for one event makes this explicit. Let the recombining pair have kinetic energy $q$:

- before the event, the other carriers have kinetic energy $U-q$;
- the third carrier receives $G+q$;
- after the event, the remaining carriers have $(U-q)+(G+q)=U+G$.

The survivors receive $G+q$, as the problem says, but the total kinetic energy rises by $G$. The value of $q$ cancels. Momentum conservation may make fast carriers more likely to recombine, so that the average $q$ differs from $3T$. This changes the rate of events but not their energy balance.

## The right temperature law

Consider first a volume with $N$ pairs. After one event and a return to equilibrium, $N-1$ pairs share the energy:

$$3(N-1)T'=3NT+G .$$

Subtracting $3(N-1)T$ from both sides gives

$$T'-T=\frac{G+3T}{3(N-1)} .$$

The quantity $G+3T$ has reappeared, now in the temperature change of the survivors. The part containing $G$ is new kinetic energy. The part containing $3T$ arises because the old kinetic energy is shared by fewer carriers.

For many pairs, the energy balance is

$$d(3nT)=-G\,dn .$$

Expanding the left side and moving $3T\,dn$ to the right gives

$$3n\,dT=-(G+3T)\,dn .$$

Alternatively, collecting all terms of the balance on one side gives $d[n(G+3T)]=0$. Thus

$$n(G+3T)=n_0(G+3T_0),\qquad
T=\left(T_0+\frac G3\right)\frac{n_0}{n}-\frac G3 .$$

This answers (a). The conserved quantity is the gap energy stored in the pairs plus their kinetic energy. No rate law was used, so the relation between $T$ and $n$ holds even if $C$ depends on temperature.

For $n/n_0=0.800$, with $T_0+G/3=0.5592$ eV,

$$T=\frac{0.5592}{0.800}-0.5333=0.1657\ \text{eV}.$$

The unrounded inputs give 0.1656 eV. The wrong law gave 0.1904 eV, a temperature rise about 18% larger than the correct rise. Its energy per initial pair would be $0.800(1.600+3\times0.1904)=1.737$ eV, although the plasma started with $1.600+3\times0.02585=1.678$ eV. The missing source of 0.059 eV is the double count.

Two limits show what drives the heating. For $G\ll3T$, the product $nT$ is constant: a fixed kinetic energy is shared by fewer carriers. For $G\gg3T$, the rise is approximately $(G/3)(n_0/n-1)$, so a small loss of pairs has a large effect. To double the temperature, put $T=2T_0$ in the law:

$$\frac{n}{n_0}=\frac{T_0+G/3}{2T_0+G/3},\qquad
1-\frac n{n_0}=\frac{T_0}{2T_0+G/3}=4.4\% .$$

For a given loss of pairs, doping dilutes the heating. Suppose there are $P$ additional holes per volume, still nondegenerate. The kinetic energy is then $\tfrac32(2n+P)T$, and energy conservation reads

$$Gn+\tfrac32(2n+P)T=Gn_0+\tfrac32(2n_0+P)T_0 .$$

Subtract $Gn+\tfrac32(2n+P)T_0$ from both sides and divide by $\tfrac32(2n+P)$:

$$T-T_0=\frac{2(G+3T_0)(n_0-n)}{3(2n+P)} .$$

At $P=0$ this is the previous law. For $P\gg2n$, the extra holes act as a large heat reservoir, and the rise is inversely proportional to $P$. The rest of the solution keeps $P=0$.

## Time dependence

From $dn/dt=-Cn^3$,

$$\frac{d}{dt}n^{-2}=-2n^{-3}\frac{dn}{dt}=2C,$$

so

$$\frac{n_0}{n}=\sqrt{1+2Cn_0^2t},\qquad
T=\left(T_0+\frac G3\right)\sqrt{1+2Cn_0^2t}-\frac G3 .$$

Here $Cn_0^2=10^8(5\times10^{-7})^2=2.5\times10^{-5}$ ps$^{-1}$. After 1000 ps, $2Cn_0^2t=0.050$, and

$$T=0.5592\sqrt{1.050}-0.5333=0.0397\ \text{eV},$$

or 460 K. The plasma has lost 2.4% of its pairs. Its temperature doubles after 1892 ps.

These times rest on the constant $C$, which is a strong assumption. With parabolic bands of equal mass, a direct event must conserve momentum. At threshold the three initial carriers have the same wave vector $k$, so $9k^2/2m=G+3k^2/2m$, and their kinetic energy is $3k^2/2m=G/2=0.80$ eV, far above $3T_0$. The direct rate is then strongly activated, and a nearly constant $C$ can only stand for events in which phonons or defects take up the momentum. Even $C\propto\exp(-E_a/T)$ with $E_a=0.05$ eV and the same value at $T_0$ shortens the doubling time to about 1080 ps. The relation between $T$ and $n$ and the end state found below do not depend on $C$.

## Where isolated heating ends

The time law predicts endless heating because it omits impact ionization, the reverse of an Auger event: one energetic carrier spends kinetic energy to create a pair. The reverse event lowers the kinetic energy by $G$ and adds one pair, so $n(G+3T)$ remains conserved. Each event needs one initial carrier, so at a given temperature its rate is proportional to $n$.

The proportionality constant follows from equilibrium. The number of thermally accessible states per volume in a band of mass $m$, including two spin states, is

$$N(T)=2\int\frac{d^3k}{(2\pi)^3}\exp\left(-\frac{k^2}{2mT}\right)
=2\frac{(2\pi mT)^{3/2}}{(2\pi)^3}
=2\left(\frac{mT}{2\pi}\right)^{3/2}.$$

With energies measured from the valence-band edge, the chemical potentials for adding an electron and a hole are

$$\mu_e=G+T\ln\frac n{N_c},\qquad \mu_h=T\ln\frac n{N_v},$$

where $N_c$ and $N_v$ are $N(T)$ for the two bands. At fixed volume and total energy, the entropy change for $dn$ new pairs is $-(\mu_e+\mu_h)\,dn/T$. Entropy is stationary when $\mu_e+\mu_h=0$, which gives $n=n_i$ with

$$n_i^2=N_cN_v\exp(-G/T).$$

Forward and reverse rates must balance at this density. The reverse rate is therefore $Cn_i^2n$, and

$$\frac{dn}{dt}=-Cn\,[\,n^2-n_i^2(T)\,].$$

Starting with $n_0>n_i(T_0)$, the plasma heats until $n=n_i(T)$. The conserved energy makes $n$ a decreasing function of $T$, whereas $n_i$ increases with $T$, so the two curves cross once. A numerical root search gives $T=0.174$ eV (2020 K) and $n=0.7905\,n_0$.

The balance can be followed by hand. At the start $n_0/N_c=0.223$, so $N_c=2.24\times10^{-6}$ Å$^{-3}$. The masses are equal, hence $N_v=N_c$, and both grow as $T^{3/2}$:

$$n_i=2.24\times10^{-6}\left(\frac{0.1740}{0.02585}\right)^{3/2}
\exp\left(-\frac{1.60}{2\times0.1740}\right)
\simeq3.94\times10^{-7}\ \text{Å}^{-3}.$$

Energy conservation gives the same density within the rounding of these inputs: $0.7905\times5.0\times10^{-7}=3.95\times10^{-7}$ Å$^{-3}$. The state with one fifth of the pairs lost is thus just short of the end. At 1000 ps, by contrast, numerical integration with impact ionization included still gives $T=0.0397$ eV. The factor $\exp(-G/T)$ is then too small for the reverse process to matter.

## Cooling by the lattice

Let the lattice stay at $T_0$ and take up energy at the rate $3n(T-T_0)/\tau$ per volume, with $\tau=10$ ps. The energy balance is

$$\frac{d(3nT)}{dt}=GCn^3-\frac{3n(T-T_0)}{\tau}.$$

On the left, $d(3nT)/dt=3n\,dT/dt-3TCn^3$. Moving the last term to the right and dividing by $3n$ gives

$$\frac{dT}{dt}=\left(T+\frac G3\right)Cn^2-\frac{T-T_0}{\tau}.$$

Impact ionization is negligible at this low temperature. Since $Cn_0^2\tau=2.5\times10^{-4}$, little density is lost during $\tau$, and the rise is small. To leading order, replace $n$ by $n_0$ and $T$ by $T_0$ in the heating term. The resulting linear equation, started from $T=T_0$, has the solution

$$T-T_0\simeq Cn_0^2\tau\left(T_0+\frac G3\right)\left[1-\exp(-t/\tau)\right],
\qquad t\ll\frac1{Cn_0^2}.$$

The plateau is

$$2.5\times10^{-4}\times0.5592=1.40\times10^{-4}\ \text{eV},$$

or 1.6 K. Numerical integration of the density and energy balances, without the leading-order replacements, gives a peak of $1.39\times10^{-4}$ eV at 76 ps.

The peak time follows from two competing trends. The approach to the plateau raises the bracket at the rate $\exp(-t/\tau)/\tau$. Meanwhile $n^2\simeq n_0^2(1-2Cn_0^2t)$ lowers the heating at the relative rate $2Cn_0^2$. They balance at

$$t\simeq\tau\ln\frac1{2Cn_0^2\tau}=10\ln2000\simeq76\ \text{ps}.$$

The same gap energy that would heat an isolated plasma by 160 K in 1000 ps now passes almost entirely to the lattice. If the gap energy of all the initial pairs stayed in the lattice, the lattice temperature rise would also be small. For 0.020 atoms per Å$^3$, each with classical heat capacity 3, it would be

$$\frac{Gn_0}{3\times0.020}=1.33\times10^{-5}\ \text{eV},$$

or 0.15 K.

The plateau scales as $Cn_0^2\tau$. With $C$, $\tau$, the masses and $T_0$ held fixed, extrapolation to $n_0=N_c$ gives $Cn_0^2\tau\simeq5\times10^{-3}$ and a rise near $3\times10^{-3}$ eV, about 30 K. Degeneracy already matters there. For these parameters, strong steady Auger heating lies outside the nondegenerate model.

## The model beside a real absorber

The parameters are rough values for the absorber film of a thin-film solar cell excited by a laser pulse. The density is far above that under ordinary sunlight, and 10 ps represents slow cooling, as when emitted phonons are reabsorbed. Thermal isolation is the assumption that fails most seriously: within the model, removing it reduces the rise at 1000 ps from 160 K to less than 2 K. The temperatures of 460 K and 2020 K therefore describe an isolated plasma and are not predictions for a film. The smaller corrections below are estimates for the same parameters.

**Degeneracy.** Numerical integration over the Fermi distribution gives an initial kinetic energy 3.9% above the classical value. This is equivalent to a temperature offset of about 0.001 eV. Most of the excess is still present after 1000 ps, so at the same pair loss energy conservation with Fermi statistics changes the temperature by only about 0.0002 eV, compared with the isolated rise of 0.0138 eV.

**Band shape.** Suppose $E(1+E/G)=k^2/2m$. For $E\ll G$, the density of states is proportional to $\sqrt E\,(1+5E/2G)$. Since a classical carrier has energy variance $3T^2/2$, the mean energy becomes

$$\langle E\rangle\simeq\frac32T+\frac5{2G}\,\frac{3T^2}2
=\frac32T\left(1+\frac{5T}{2G}\right).$$

Integration with the full density of states gives an increase of 6% at 460 K and 22% at 2020 K. At the pair loss reached at 1000 ps, the isolated rise is about 8.5% smaller. With this band used in both the energy balance and the equilibrium density, the isolated plasma ends near 1900 K instead of 2020 K.

**Light emission.** Take a radiative loss $Bn^2$ with $B=100$ Å$^3$/ps. Initially $Bn_0=5\times10^{-5}$ ps$^{-1}$, twice the Auger rate. If the electron and hole share the same wave number $k$, the product of their Boltzmann factors is $\exp(-\epsilon/T)$, where $\epsilon\propto k^2$ is the pair's kinetic energy. With the weight $k^2dk$, its mean is $3T/2$, half the plasma's average per pair. Light therefore removes slow pairs and raises the mean energy of those left, but it also lowers the density that drives Auger heating. In the isolated plasma, with no reabsorption, numerical integration gives 0.0398 eV at 1000 ps instead of 0.0397 eV, so these effects nearly cancel. The pair loss, however, rises from 2.4% to 6.9%. These figures hold $B$ constant. The equal-$k$ picture itself gives $B\propto T^{-3/2}$; with that dependence the loss is 5.7% and the temperature 0.0397 eV.

**Coulomb interaction.** For relative permittivity 20, the classical screening length is 53.5 Å. The Coulomb energy at that distance, 0.0135 eV, estimates the gap shrinkage: about 0.8% of $G$. For the temperature, the better comparison is with the initial kinetic energy of a pair, $3T_0$, of which it is 17%. The attraction weakens as the plasma heats, and this takes up kinetic energy: classical screening theory lowers the isolated rise at 1000 ps by about 7%. That figure is rough, because a sphere with the screening length as radius holds fewer than one carrier on average, and because the thermal wavelength $\sqrt{2\pi/mT_0}=96$ Å exceeds the screening length, so quantum corrections to screening and exchange are not small.

**Phonons emitted before sharing.** If the energetic third carrier emits a 0.015 eV phonon every 0.1 ps and needs 0.5 ps to share its energy, it first loses 0.075 eV. This reduces the gap energy delivered to the plasma by about 5%.

Numbers in the example were calculated in double precision.
